\section*{The Friedel Sum Rule and Its Constraint on Electron-Wind Calculations, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the screening charge, derived twice}

\subsection{A case with one phase shift}

Place an attractive impurity at the centre of a large hard-walled sphere of radius $R$ filled with free electrons, and suppose that it scatters $s$ waves alone. Outside the impurity the radial function is $\sin(kr+\delta_0)$, where $\delta_0$ is the phase shift. The wall requires
\begin{equation}
k_nR+\delta_0(k_n)=n\pi ,\qquad n=1,2,3,\dots
\end{equation}
Without the impurity the number of $s$ levels below the Fermi wavenumber $k_F$, for one spin, is the integer part of $k_FR/\pi$. With it, the number is the integer part of $(k_FR+\delta_0)/\pi$. Averaged over small changes of $R$, the gain is $\delta_0(k_F)/\pi$ for each spin. The impurity has therefore drawn in
\begin{equation}
Z=\frac{2}{\pi}\,\delta_0(k_F)
\label{eq:swave}
\end{equation}
electrons. In a metal this number must neutralize the impurity's excess positive charge.

The same phase governs scattering. A pure $s$ wave scatters equally in all directions with cross section $4\pi\sin^2\delta_0/k_F^2$. For $Z=1$, equation (\ref{eq:swave}) gives $\delta_0=\pi/2$, the strongest $s$-wave scattering possible. For $Z=2$ it gives $\delta_0=\pi$ and no scattering at all. Here the charge fixes completely how hard a current pushes on the impurity.

Two things are unsatisfactory. The count needed an average over $R$, since levels come in whole numbers, and it did not show that the extra electrons sit near the impurity rather than at the wall. Also, a real impurity scatters several partial waves, and one charge cannot then fix all the phases. The first matter is settled in this half and the second in the next.

\subsection{The model and its conventions}

Atomic units are used in the algebra: $\hbar$, the electron mass and the elementary charge are one, and the electron's charge is $-1$. The electrons move independently, with both spins equally occupied, in a fixed spherical potential energy $V(r)$. This is the effective, already screened potential. It is taken to vanish beyond some radius, or to decay so fast that cutting it off has no effect, and to diverge no faster than $1/r$ at the centre. A self-consistent potential also has a weak oscillating tail; for it the results below are understood as the limit of a growing cut-off radius, which is an assumption here.

For angular momentum $l$ the radial function $u_l=r\times$(radial wavefunction) obeys
\begin{equation}
u_l''=\left[\frac{l(l+1)}{r^2}+2V(r)-k^2\right]u_l ,
\label{eq:radial}
\end{equation}
with $u_l(0)=0$ and, far away,
\begin{equation}
u_l\to\sin\varphi_l,\qquad \varphi_l=kr-\frac{l\pi}{2}+\delta_l(k).
\label{eq:asym}
\end{equation}
Since $\int_0^\infty u_{l,k}u_{l,k'}\,dr=\frac{\pi}{2}\delta(k-k')$, the normalized states are $\sqrt{2/\pi}\,u_l$. Counting two spins and $2l+1$ orientations, the electrons of angular momentum $l$ contribute
\begin{equation}
\rho_l(r)=2(2l+1)\left[\frac{2}{\pi}\int_0^{k_F}u_l^2\,dk+\sum_b u_{l,b}^2\right]
\label{eq:density}
\end{equation}
to the radial density $4\pi r^2n(r)$. The sum runs over normalized bound states, all of them filled because they lie below the Fermi level.

Equation (\ref{eq:asym}) leaves $\delta_l$ open by multiples of $\pi$, which would change $Z$. Each derivation makes its own choice, and the choices are compared afterwards.

\subsection{First derivation: empty states and completeness}

The first need is the norm of a scattering state inside a sphere of radius $R$. A dot denotes $\partial/\partial k$. Differentiating (\ref{eq:radial}) gives $\dot u''=[\dots]\dot u-2ku$, with the same bracket. Hence
\begin{equation}
(u'\dot u-u\dot u')'=u''\dot u-u\dot u''=2ku^2 .
\label{eq:kid}
\end{equation}
Near the origin $u\simeq c(k)r^{l+1}$, so the two terms on the left cancel there. Integration gives
\begin{equation}
2k\int_0^Ru^2dr=\left[u'\dot u-u\dot u'\right]_{r=R}.
\end{equation}
For $l=0$ and $R$ outside the potential, $u=\sin\varphi$ holds without approximation. Then
\begin{align}
u'&=k\cos\varphi, & \dot u&=(R+\dot\delta)\cos\varphi,\\
\dot u'&=\cos\varphi-k(R+\dot\delta)\sin\varphi .
\end{align}
The terms in $\cos^2\varphi$ and $\sin^2\varphi$ combine, leaving
\begin{equation}
\int_0^Ru^2dr=\frac{R+\dot\delta}{2}-\frac{\sin2\varphi}{4k}.
\label{eq:norm}
\end{equation}

For $l>0$ the centrifugal term persists outside the potential. There $u$ is a function $U(x,\delta)$ of $x=kR$ and $\delta$, so that $u'=kU_x$, $\dot u=RU_x+\dot\delta U_\delta$ and $\dot u'=U_x+xU_{xx}+k\dot\delta U_{x\delta}$. The part of the boundary term containing $\dot\delta$ is $k\dot\delta\,(U_xU_\delta-UU_{x\delta})$. The bracket is a Wronskian in $x$ of two solutions of the same free equation, so it is constant, and at large $x$ it is $\cos^2\varphi+\sin^2\varphi=1$. The contribution $\dot\delta/2$ thus holds for every $l$. The remaining part is $x(U_x^2-UU_{xx})-UU_x$. At large $x$ it equals $x-\frac12\sin2\varphi$ plus terms of order $1/x$, whose non-oscillating part does not depend on $\delta$. Subtracting the free solution $u^{(0)}$, for which $\delta=0$, gives
\begin{equation}
\int_0^R\!\left(u^2-u^{(0)2}\right)dr=\frac{\dot\delta_l}{2}-(-1)^l\,\frac{\sin(2kR+2\delta_l)-\sin2kR}{4k}+\dots
\label{eq:diff}
\end{equation}
The dots are terms that oscillate with $2kR$ and are smaller by $1/(kR)$. The sign $(-1)^l$ comes from the $-l\pi$ inside $2\varphi_l$.

The second ingredient is completeness. For each $l$, the states with and without the potential both resolve the same unit operator:
\begin{equation}
\frac{2}{\pi}\int_0^\infty u_k(r)u_k(r')\,dk+\sum_bu_b(r)u_b(r')=\delta(r-r').
\end{equation}
Subtract the free relation, which has no bound states, and let $r'\to r$. For the potentials allowed above the difference is regular there, and
\begin{equation}
\frac{2}{\pi}\int_0^\infty\!\left(u^2-u^{(0)2}\right)dk+\sum_bu_b^2=0 .
\label{eq:complete}
\end{equation}
The potential cannot change the density summed over all states; it only shares that density differently between filled and empty ones. The change in the filled states is therefore minus the change in the empty states, and (\ref{eq:density}) becomes
\begin{equation}
\Delta\rho_l(r)=-\frac{4(2l+1)}{\pi}\int_{k_F}^\infty\!\left(u^2-u^{(0)2}\right)dk .
\end{equation}
The bound states have dropped out without being counted.

Integrate over $r$ up to $R$ and insert (\ref{eq:diff}). The first term gives $-\frac{2(2l+1)}{\pi}[\delta_l(\infty)-\delta_l(k_F)]$. A very fast electron is hardly affected by the potential, so the phase can be fixed by $\delta_l(\infty)=0$. With $\sin(2kR+2\delta)-\sin2kR=2\sin\delta\cos(2kR+\delta)$, the electrons of angular momentum $l$ displaced into the sphere number
\begin{equation}
N_l(R)=\frac{2(2l+1)}{\pi}\,\delta_l(k_F)+\frac{2(-1)^l(2l+1)}{\pi}\int_{k_F}^\infty\frac{\sin\delta_l}{k}\cos(2kR+\delta_l)\,dk+\dots
\end{equation}
The dots, absent for $l=0$, come from those in (\ref{eq:diff}) and fall off as $1/R^2$. One integration by parts shows how the integral written out here behaves at large $R$. Its lower limit gives
\begin{equation}
-\frac{(-1)^l(2l+1)}{\pi k_FR}\,\sin\delta_l(k_F)\,\sin\!\left(2k_FR+\delta_l(k_F)\right),
\label{eq:ripple}
\end{equation}
which vanishes as $1/R$. These are the Friedel oscillations seen in the enclosed charge. Letting $R\to\infty$ for each $l$ and then summing, the number of displaced electrons is
\begin{equation}
\boxed{\,Z=\frac{2}{\pi}\sum_{l=0}^\infty(2l+1)\,\delta_l(k_F)\,}
\label{eq:friedel}
\end{equation}

This much is a property of any short-range $V$. The metal enters through Gauss's law. Deep inside a conductor at rest there is no electric field, so a large sphere around the impurity holds no net charge. The displaced electrons must equal the impurity's excess positive charge in number, and with that reading of $Z$ equation (\ref{eq:friedel}) is the Friedel sum rule. A potential that violates it does not describe the impurity in question.

\subsection{Second derivation: a thermodynamic relation at the Fermi level}

Now give the potential a strength $\lambda$, so that the electrons feel $\lambda V$, and let them be in equilibrium at chemical potential $\mu=k_F^2/2$ and temperature $T$ (in energy units) in a very large vessel. With one-electron energies $\varepsilon_i$, the grand potential is
\begin{equation}
\Omega=-T\sum_i\ln\!\left[1+e^{(\mu-\varepsilon_i)/T}\right].
\end{equation}
Its derivatives are
\begin{equation}
\frac{\partial\Omega}{\partial\mu}=-\sum_if_i=-N,\qquad
\frac{\partial\Omega}{\partial\lambda}=\sum_if_i\frac{\partial\varepsilon_i}{\partial\lambda}=\langle V\rangle ,
\end{equation}
where $f_i$ is the Fermi function and $\partial\varepsilon_i/\partial\lambda$ is the mean of $V$ in state $i$, by first-order perturbation theory. Equality of the mixed second derivatives gives
\begin{equation}
\frac{\partial N}{\partial\lambda}=-\frac{\partial\langle V\rangle}{\partial\mu}.
\label{eq:maxwell}
\end{equation}
The left side asks how many electrons enter the whole vessel. The right side needs the density only where $V$ acts. There the vessel may be taken as infinite, and (\ref{eq:density}), with Fermi functions inserted, applies. As $T\to0$ a change of $\mu$ alters only the occupation at the Fermi level, $\partial f/\partial\mu\to\delta(k^2/2-\mu)=\delta(k-k_F)/k_F$. Bound states stay full and contribute nothing. Hence
\begin{equation}
\frac{\partial\langle V\rangle}{\partial\mu}=\frac{4}{\pi k_F}\sum_l(2l+1)\int_0^\infty Vu_l^2\,dr\,\Big|_{k=k_F}.
\label{eq:dV}
\end{equation}

The integral is linked to the phase shift. Differentiate the radial equation for $\lambda V$ with respect to $\lambda$, written as a subscript: $u_\lambda''=[\dots]u_\lambda+2Vu$. Then
\begin{equation}
(uu_\lambda'-u'u_\lambda)'=2Vu^2 .
\end{equation}
The bracket vanishes at the origin. Far away $u_\lambda=\delta_\lambda\cos\varphi$ and $u_\lambda'=-k\delta_\lambda\sin\varphi$, so it tends to $-k\delta_\lambda(\sin^2\varphi+\cos^2\varphi)=-k\delta_\lambda$. Therefore
\begin{equation}
\frac{\partial\delta_l}{\partial\lambda}=-\frac{2}{k}\int_0^\infty Vu_l^2\,dr .
\label{eq:dlam}
\end{equation}
An attractive potential, $V<0$, raises every phase. Using (\ref{eq:dlam}) in (\ref{eq:dV}) and (\ref{eq:maxwell}), the factors $-4/(\pi k_F)$ and $-k_F/2$ multiply to $2/\pi$:
\begin{equation}
\frac{\partial N}{\partial\lambda}=\frac{2}{\pi}\sum_l(2l+1)\frac{\partial\delta_l(k_F)}{\partial\lambda}.
\end{equation}
Integrating from $\lambda=0$, where all phases are set to zero, to $\lambda=1$ gives (\ref{eq:friedel}) again.

\subsection{What each derivation assumes}

The first derivation works at zero temperature with the density itself. It needs a complete set of states up to infinite energy and the vanishing of the phases there. In return it shows where the charge is: within $R$, up to the ripple (\ref{eq:ripple}).

The second uses only states at the Fermi level, but it assumes equilibrium with a reservoir at fixed $\mu$ for every strength, and it takes the vessel to infinity before $T$ to zero. The order matters because a finite vessel has discrete levels: at zero temperature the count changes in whole steps, as in the opening example, however large the vessel is. For a hard wall at radius $R$ these steps are made of oscillations in $2kR$ and its multiples, and temperature smooths them, the slowest one least. Averaging $\cos(2kR)$ over the thermal width of the Fermi level multiplies it by $y/\sinh y$ with $y=2\pi TR/k_F$. At any finite temperature a distant wall is therefore not reached by the disturbance, and the electrons entering the vessel are those near the impurity.

The two choices of phase agree. By (\ref{eq:dlam}), a phase that starts from zero at $\lambda=0$ is at most of order $1/k$ at large $k$, with an extra logarithm for a $1/r$ core, since $u^2$ stays of order one. It thus vanishes at infinite energy for every $\lambda$. As it is also continuous in $k$ and $\lambda$ for $k>0$, it is the phase of the first derivation.

Both derivations fail together for an unscreened Coulomb potential, whose phase never settles, and both leave out the crystal lattice.

Two Gaussian wells $V=-D\,e^{-r^2/b^2}$ with $b=0.794$~\AA\ show the rule at work at a Fermi energy of 10~eV. The radial equation was integrated numerically by the Numerov method, and the density change was summed out to a smooth outer edge that averages the ripple away. For $D=8.16$~eV there is no bound state, and both the density and the phases give 0.529 displaced electrons. For $D=40.8$~eV one bound level holds two electrons, and both routes give 3.246. The unbound electrons supply the other 1.246.

Two derivations have shown that the phase shifts at the Fermi level fix the number of electrons a short-range potential draws in, and in a metal this number must equal the impurity's excess positive charge. What remains is to find the force that a current exerts on the impurity when several partial waves scatter, and how far this one rule constrains it.
